**Exact and Langer-corrected WKB phase shifts for V = C/r²**

For C > 0 both phase shifts equal δ_l = (π/2)(L − λ), where L = l + 1/2, λ = √(L² + 2μC), μ is the reduced mass and Hartree atomic units are used. The program integrates the radial equation numerically for four cases and asserts agreement with WKB quadrature and with the closed formula to within 5 × 10⁻⁵ rad; the printed values agree to five decimals. It also asserts the size of the error made when l(l+1) is kept, which is 0.185 rad for l = 0 and 2μC = 1. Further assertions cover the integral form of the exact solution, its asymptotic phase, Langer's change of variable, the π/4 at the turning point and the finite-distance phase difference −1/(8kr), where k is the wavenumber. For a 2 keV boron ion on silicon, the program asserts the link between phase shift and classical deflection and the recoil-energy formula. The output shows that an inverse-square potential matched to the Ziegler-Biersack-Littmark potential gives deflection angles within 1.5° of it for three partial waves, while the phase shifts differ by 77 to 85 rad.

## Numerical check

```python
"""Result under test: for V(r) = C/r^2 with C > 0 the lowest-order WKB phase
shift with l(l+1) -> (l+1/2)^2 equals the exact quantum phase shift,
    delta_l = (pi/2) * (L - lam),  L = l + 1/2,  lam = sqrt(L^2 + g),  g = 2 mu C.
Hartree atomic units inside; mu = reduced mass, k = wavenumber.
Definition: u(r) -> sin(k r - l pi/2 + delta_l), u(0) = 0, delta_l -> 0 for C -> 0.
Example: a boron ion meets a silicon atom; C is matched to the
Ziegler-Biersack-Littmark (ZBL) universal screened Coulomb potential."""
import math
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import airy, gamma, jv, roots_jacobi, yv


def closed_form(l, g):
    return 0.5 * math.pi * (l + 0.5 - math.sqrt((l + 0.5)**2 + g))


def quantum_phase(l, g, k, z_end):
    """Integrate the nodal phase k r + psi of the radial equation, where
    u = A sin(k r + psi), u' = k A cos(k r + psi), from a wall at tiny r.
    The slowly decaying mean tail beyond the last radius is added."""
    w0 = l * (l + 1) + g
    start, end = 1e-3 / k, z_end / k

    def rhs(r, y):
        return [-w0 / (r * r * k) * math.sin(k * r + y[0])**2]

    sol = solve_ivp(rhs, (start, end), [-k * start], method="DOP853",
                    rtol=1e-9, atol=1e-10, max_step=2.0 / k)
    assert sol.success
    return sol.y[0, -1] - w0 / (2 * k * end) + l * math.pi / 2


def turning_point(barrier, k):
    return math.exp(brentq(lambda x: math.log(barrier(math.exp(x)) / k**2),
                           -12, 12, xtol=1e-14, rtol=1e-14))


def wkb_phase(barrier, k, l):
    """Phase integral by quadrature; local momentum^2 = k^2 - barrier(r)."""
    r0 = turning_point(barrier, k)

    def integrand(s):
        r = r0 / (1 - s * s)
        w = barrier(r)
        p = math.sqrt(max(k * k - w, 0.0))
        return -w / (p + k) * 2 * s * r0 / (1 - s * s)**2

    val = quad(integrand, 0, 1, epsabs=1e-10, epsrel=1e-11, limit=300)[0]
    return val - k * r0 + (l + 0.5) * math.pi / 2


def orbit_angle(potential, energy, b):
    """Classical centre-of-mass deflection from the orbit integral."""
    r0 = turning_point(lambda r: b * b / r**2 + potential(r) / energy, 1.0)

    def integrand(s):
        y = 1 - s * s
        f = 1 - (b * y / r0)**2 - potential(r0 / y) / energy
        return 2 * s / math.sqrt(max(f, 1e-300))

    # start slightly above s = 0, where f is lost to rounding; the
    # integrand is finite there, so the omitted piece is of order 1e-6
    val = quad(integrand, 1e-6, 1, epsabs=1e-9, epsrel=1e-9, limit=300)[0]
    return math.pi - 2 * b / r0 * val


# --- exact phase, WKB phase with and without Langer's replacement ---
print("l, g=2 mu C, k (1/bohr): phase shifts in rad")
print("  [quantum ODE, WKB Langer, WKB with l(l+1), closed form]")
for l, g, k, z_end in [(0, 1.0, 1.0, 1000), (1, 1.0, 0.5, 1000),
                       (2, 5.0, 2.0, 1000), (5, 600.0, 1.0, 4000)]:
    exact = quantum_phase(l, g, k, z_end)
    langer = wkb_phase(lambda r: ((l + 0.5)**2 + g) / r**2, k, l)
    plain = wkb_phase(lambda r: (l * (l + 1) + g) / r**2, k, l)
    lam = math.sqrt((l + 0.5)**2 + g)
    # 5e-5 covers the oscillating tail left out at the last radius
    assert abs(exact - langer) < 5e-5
    assert abs(exact - closed_form(l, g)) < 5e-5
    miss = 0.5 * math.pi * (lam - math.sqrt(lam**2 - 0.25))
    assert abs((plain - exact) - miss) < 6e-5 and miss > 1e-3
    print(f"  {l}, {g:.0f}, {k:.1f}: {exact:.5f}, {langer:.5f}, "
          f"{plain:.5f}, {closed_form(l, g):.5f}")
free_langer = wkb_phase(lambda r: 2.25 / r**2, 1.0, 1)
free_plain = wkb_phase(lambda r: 2.0 / r**2, 1.0, 1)
assert abs(free_langer) < 1e-7 and free_plain > 0.1
print(f"C=0, l=1: WKB Langer {abs(free_langer):.5f} rad, "
      f"with l(l+1) {free_plain:.5f} rad")

# --- integral form of the exact solution and its large-distance phase ---
lam = 1.8
nodes, weights = roots_jacobi(200, lam - 0.5, lam - 0.5)


def integral_f(z):
    return float(np.sum(weights * np.cos(z * nodes)))


def u_exact(z):
    return z**(lam + 0.5) * integral_f(z)


h = 0.01
for z in (1.5, 3.0, 7.0):
    second = (-u_exact(z + 2*h) + 16*u_exact(z + h) - 30*u_exact(z)
              + 16*u_exact(z - h) - u_exact(z - 2*h)) / (12 * h * h)
    assert abs(second + (1 - (lam**2 - 0.25) / z**2) * u_exact(z)) < 1e-6
worst = 0.0
for z in np.linspace(80, 120, 41):
    scaled = u_exact(z) / (2**(lam + 0.5) * gamma(lam + 0.5))
    phase = z - (lam + 0.5) * math.pi / 2 + (lam**2 - 0.25) / (2 * z)
    worst = max(worst, abs(scaled - math.cos(phase)))
assert worst < 3e-4  # next amplitude correction is of order 1/z^2
print(f"Integral solution, lam={lam}: worst asymptotic error {worst:.1e}")

# --- change of variable r = exp(x), u = exp(x/2) chi ---
x = sp.symbols("x", real=True)
chi = sp.Function("chi")(x)
du = sp.exp(-x) * sp.diff(sp.exp(x / 2) * chi, x)
d2u = sp.exp(-x) * sp.diff(du, x)
assert sp.simplify(sp.expand(d2u * sp.exp(3 * x / 2)
                             - sp.diff(chi, x, 2) + chi / 4)) == 0

# --- pi/4 from the decaying Airy solution at a linear turning point ---
for s in np.linspace(30, 32, 21):
    wave = math.sin(2 / 3 * s**1.5 + math.pi / 4)
    assert abs(airy(-s)[0] * math.sqrt(math.pi) * s**0.25 - wave) < 1e-3

# --- local phase: WKB is not exact at finite distance ---
z = 2000.0
local_wkb = (math.sqrt(z*z - lam**2) - lam * math.acos(lam / z) - math.pi / 4)
gap = np.angle((jv(lam, z) + 1j * yv(lam, z)) * np.exp(-1j * local_wkb))
assert abs(8 * z * gap + 1) < 0.01
print(f"(exact - WKB local phase) * 8kr at kr={z:.0f}: {8*z*gap:.4f}")

# --- worked example: boron on silicon ---
ha_ev = const.physical_constants["Hartree energy in eV"][0]
bohr_nm = const.physical_constants["Bohr radius"][0] * 1e9
u_me = const.atomic_mass / const.m_e
z1, z2, m1_u, m2_u, e_lab_ev = 5, 14, 11.009, 27.977, 2000.0
m1, m2, e_lab = m1_u * u_me, m2_u * u_me, e_lab_ev / ha_ev
mu = m1 * m2 / (m1 + m2)
e_cm = e_lab * m2 / (m1 + m2)
k = math.sqrt(2 * mu * e_cm)
screen = 0.88534 / (z1**0.23 + z2**0.23)
amp = (0.18175, 0.50986, 0.28022, 0.02817)
dec = (3.19980, 0.94229, 0.40290, 0.20162)


def v_zbl(r):
    return z1 * z2 / r * sum(a * math.exp(-d * r / screen)
                             for a, d in zip(amp, dec))


def local_power(r):
    step = 1e-4
    return -(math.log(v_zbl(r * math.exp(step)))
             - math.log(v_zbl(r * math.exp(-step)))) / (2 * step)


r_match = brentq(lambda r: local_power(r) - 2, 0.3 * screen, 5 * screen)
c_model = r_match**2 * v_zbl(r_match)
g = 2 * mu * c_model


def v_model(r):
    return c_model / r**2


print(f"B mass {m1_u} u, Si mass {m2_u} u, lab energy {e_lab_ev:.0f} eV")
print(f"Centre-of-mass energy: {e_cm*ha_ev:.1f} eV")
print(f"Reduced mass: {mu/u_me:.4f} u = {mu:.1f} electron masses")
print(f"Wavenumber k: {k/bohr_nm:.1f} 1/nm")
print(f"ZBL screening length: {screen*bohr_nm:.5f} nm")
print(f"Matching radius (local power 2): {r_match*bohr_nm:.5f} nm")
print(f"Potential there: {v_zbl(r_match)*ha_ev:.1f} eV")
print(f"C: {c_model:.4f} hartree bohr^2 = {c_model*ha_ev*bohr_nm**2:.4f} eV nm^2")
print(f"g = 2 mu C: {g:.1f}, sqrt(g): {math.sqrt(g):.3f}")
print(f"Head-on closest approach sqrt(C/E): "
      f"{math.sqrt(c_model/e_cm)*bohr_nm:.5f} nm")


def recoil_energy(theta):
    return 4 * m1 * m2 / (m1 + m2)**2 * e_lab * math.sin(theta / 2)**2


for l in (100, 300, 1000):
    big_l = l + 0.5
    lam = math.sqrt(big_l**2 + g)
    b = big_l / k
    delta = closed_form(l, g)
    by_quad = wkb_phase(lambda r: big_l**2 / r**2 + 2 * mu * v_model(r), k, l)
    assert abs(by_quad - delta) < 1e-5
    theta = math.pi * (1 - big_l / lam)
    assert abs(orbit_angle(v_model, e_cm, b) - theta) < 2e-5
    # recoil energy from velocity vectors in the laboratory
    v_c = math.sqrt(2 * e_lab / m1) * m1 / (m1 + m2)
    recoil = v_c * np.array([1 - math.cos(theta), -math.sin(theta)])
    assert abs(0.5 * m2 * recoil @ recoil / recoil_energy(theta) - 1) < 1e-10

    def zbl_delta(shift):
        q = big_l + shift
        return wkb_phase(lambda r: q * q / r**2 + 2 * mu * v_zbl(r),
                         k, l + shift)

    d_zbl = zbl_delta(0)
    t_zbl = orbit_angle(v_zbl, e_cm, b)
    assert abs((zbl_delta(1) - zbl_delta(-1)) - t_zbl) < 1e-4
    print(f"l={l}: b {b*bohr_nm:.5f} nm, lam {lam:.3f}, "
          f"r0 {lam/k*bohr_nm:.5f} nm")
    print(f"  C/r^2: delta {delta:.3f} rad, angle {math.degrees(theta):.2f} deg, "
          f"recoil {recoil_energy(theta)*ha_ev:.1f} eV")
    print(f"  ZBL:   delta {d_zbl:.3f} rad, angle {math.degrees(t_zbl):.2f} deg, "
          f"recoil {recoil_energy(t_zbl)*ha_ev:.1f} eV")
    miss = 0.5 * math.pi * 0.25 / (lam + math.sqrt(lam**2 - 0.25))
    print(f"  phase error without Langer: {miss:.2e} rad")

# --- sizes of neglected effects for these numbers ---
lattice_nm, temp = 0.543, 300.0  # rough silicon lattice constant; room temperature
bond = lattice_nm * math.sqrt(3) / 4 / bohr_nm
density = 8 / (lattice_nm / bohr_nm)**3
speed = math.sqrt(2 * e_lab / m1)
s_e = (8 * math.pi * z1**(7 / 6) * z2
       / (z1**(2 / 3) + z2**(2 / 3))**1.5 * speed)
loss = s_e * density**(2 / 3)  # over one mean spacing density^(-1/3)
kt = const.k * temp / const.e / ha_ev
v_thermal = math.sqrt(3 * kt / m2)
print(f"Si lattice constant {lattice_nm} nm (rough), bond {bond*bohr_nm:.4f} nm")
print(f"Potential at bond length: C/r^2 {v_model(bond)*ha_ev:.2f} eV, "
      f"ZBL {v_zbl(bond)*ha_ev:.2f} eV")
print(f"Mean atomic spacing: {density**(-1/3)*bohr_nm:.4f} nm")
print(f"Electronic loss per spacing (Lindhard-Scharff): {loss*ha_ev:.2f} eV, "
      f"{100*loss/e_lab:.2f} % of lab energy")
print(f"Thermal Si speed / ion speed at {temp:.0f} K: {v_thermal/speed:.2e}")
print(f"Relativity, (v/c)^2: {(speed*const.alpha)**2:.2e}")
print("tests ok")
```

It prints:

```
l, g=2 mu C, k (1/bohr): phase shifts in rad
  [quantum ODE, WKB Langer, WKB with l(l+1), closed form]
  0, 1, 1.0: -0.97081, -0.97081, -0.78540, -0.97081
  1, 1, 0.5: -0.47560, -0.47560, -0.36450, -0.47560
  2, 5, 2.0: -1.34162, -1.34162, -1.28275, -1.34162
  5, 600, 1.0: -30.79512, -30.79512, -30.78730, -30.79512
C=0, l=1: WKB Langer 0.00000 rad, with l(l+1) 0.13475 rad
Integral solution, lam=1.8: worst asymptotic error 1.1e-04
(exact - WKB local phase) * 8kr at kr=2000: -1.0000
B mass 11.009 u, Si mass 27.977 u, lab energy 2000 eV
Centre-of-mass energy: 1435.2 eV
Reduced mass: 7.9002 u = 14401.3 electron masses
Wavenumber k: 23291.6 1/nm
ZBL screening length: 0.01427 nm
Matching radius (local power 2): 0.02332 nm
Potential there: 1191.2 eV
C: 8.5028 hartree bohr^2 = 0.6479 eV nm^2
g = 2 mu C: 244901.4, sqrt(g): 494.875
Head-on closest approach sqrt(C/E): 0.02125 nm
l=100: b 0.00431 nm, lam 504.977, r0 0.02168 nm
  C/r^2: delta -635.351 rad, angle 144.18 deg, recoil 1467.8 eV
  ZBL:   delta -558.822 rad, angle 144.36 deg, recoil 1469.3 eV
  phase error without Langer: 3.89e-04 rad
l=300: b 0.01290 nm, lam 578.966, r0 0.02486 nm
  C/r^2: delta -437.413 rad, angle 86.57 deg, recoil 762.1 eV
  ZBL:   delta -359.595 rad, angle 87.97 deg, recoil 781.8 eV
  phase error without Langer: 3.39e-04 rad
l=1000: b 0.04296 nm, lam 1116.200, r0 0.04792 nm
  C/r^2: delta -181.741 rad, angle 18.66 deg, recoil 42.6 eV
  ZBL:   delta -97.060 rad, angle 18.30 deg, recoil 41.0 eV
  phase error without Langer: 1.76e-04 rad
Si lattice constant 0.543 nm (rough), bond 0.2351 nm
Potential at bond length: C/r^2 11.72 eV, ZBL 0.59 eV
Mean atomic spacing: 0.2715 nm
Electronic loss per spacing (Lindhard-Scharff): 7.89 eV, 0.39 % of lab energy
Thermal Si speed / ion speed at 300 K: 2.76e-03
Relativity, (v/c)^2: 3.90e-07
tests ok
```
